The Stoof-Nazarov current through a serial double quantum dot

**1. What goes wrong with simpler rate equations**

Two quantum dots L and R sit in series between a source and a drain. Each has one level, the levels differ by the detuning ε = E_L − E_R, and a real amplitude t couples them. The source fills L at rate Γ_L, the drain empties R at rate Γ_R, and Coulomb repulsion allows one extra electron on the pair. Units are ħ = k_B = 1, electrons are spinless until stated otherwise, and I is e times the electron flux.

The golden rule for the hop L→R gives the rate 2πt²δ(ε), which is infinite on resonance and zero off it. A second attempt diagonalizes the one-electron Hamiltonian

H₁ = (ε/2)(|L⟩⟨L| − |R⟩⟨R|) + t(|L⟩⟨R| + |R⟩⟨L|)

and writes rates for its eigenstates alone (the secular approximation). The energies are ±Ω/2 with Ω² = ε² + 4t². The upper state has weight c² = (1 + ε/Ω)/2 on L and s² = (1 − ε/Ω)/2 on R, the lower state has these weights exchanged, and c²s² = (1 − ε²/Ω²)/4 = t²/Ω². The empty pair waits a time 1/Γ_L. The electron enters the upper state with probability c² and leaves it at rate Γ_R s², or enters the lower state with probability s² and leaves at rate Γ_R c². The mean occupied time is

c²/(Γ_R s²) + s²/(Γ_R c²) = (1 − 2c²s²)/(Γ_R c²s²) = (ε² + 2t²)/(t²Γ_R),

where c⁴ + s⁴ = 1 − 2c²s² was used. One electron passes per cycle, so e/I is the sum of the two times, and multiplying through by t²Γ_R gives

I_sec = eΓ_R t²/[ε² + t²(2 + Γ_R/Γ_L)].

At ε = 0 the coupling cancels, and I_sec = eΓ_R/(2 + Γ_R/Γ_L) stays finite as the dots are disconnected. The secular step drops the coherence between two states split by Ω, which requires Ω ≫ Γ_R, and that fails at small t near resonance. The coherence has to be kept, and the equation that keeps it has to come from the leads.

**2. One lead: a rate and a shift**

Let a dot operator d couple to one lead through H_T = d†B + B†d with B = Σ_k v_k c_k. The lead has Fermi function f and a flat Γ = 2πΣ_k|v_k|²δ(ω − ω_k) on −D < ω < D. Since c_k(τ) = c_k e^(−iω_kτ),

⟨B B†(−τ)⟩ = ∫dω/2π Γ(1 − f) e^(−iωτ),
⟨B† B(−τ)⟩ = ∫dω/2π Γ f e^(+iωτ).

To second order in H_T, with X = ρ⊗ρ_lead and H_T' = H_T(−τ) evolved by the uncoupled Hamiltonian,

ρ̇ = −i[H_S, ρ] − ∫₀^∞dτ Tr_lead (H_T H_T' X − H_T' X H_T + h.c.).

Products such as BB'† are even in fermion operators and commute with d. The first term is therefore d†d'ρ⟨BB'†⟩ + d d'†ρ⟨B†B'⟩. For the second, multiply by an even dot operator O and use the cyclic full trace: Tr(O B'†d' X d†B) = Tr(d†O d' BB'† X) = ⟨BB'†⟩ Tr(O d'ρ d†), with no extra sign, and likewise for the other ordering. The result is the Redfield equation

ρ̇ = −i[H_S, ρ] − ([d†, Λ_out ρ] + [d, Λ_in ρ] + h.c.),

with Λ_out = ∫dτ⟨BB'†⟩d(−τ) and Λ_in = ∫dτ⟨B†B'⟩d†(−τ). Between eigenstates of H_S whose energies differ by the addition energy E, d(−τ) carries e^(+iEτ) and d†(−τ) carries e^(−iEτ). With ∫₀^∞ e^(ixτ)dτ = πδ(x) + iP(1/x), each matrix element of d or d† is multiplied by

out: Γ(1 − f(E))/2 + i(Γ/2π) P∫dω (1 − f)/(E − ω),
in: Γf(E)/2 + i(Γ/2π) P∫dω f/(ω − E).

Suppose such a factor is a constant γ/2 + iδ for a transition operator s, so that Λ = (γ/2 + iδ)s. Then

−(γ/2 + iδ)(s†sρ − sρs†) − (γ/2 − iδ)(ρs†s − sρs†) = γ(sρs† − ½{s†s, ρ}) − iδ[s†s, ρ].

The real part is a jump at rate γ, and the imaginary part shifts the energy of the initial state by δ, which is the second-order perturbation sum over virtual transitions. As a limit, take a single level with a filled source and an empty drain. Then ṅ = Γ_L(1 − n) − Γ_R n, so n = Γ_L/(Γ_L + Γ_R) and e/I = 1/(Γ_R n) = 1/Γ_L + 1/Γ_R, one wait to fill and one to empty.

**3. Two dots at large bias**

The system Hamiltonian is now

H_S = (ε/2)(n_L − n_R) + t(d_L†d_R + d_R†d_L) + U n_L n_R,

with states 0, L, R and LR, dot α coupled to lead α, and energies measured from the mean level. Addition energies are ±Ω/2 for the first electron and U ± Ω/2 for the second. Assume that μ_L, −μ_R and U − μ_L are all much larger than T, Γ_α and Ω. Then f_L = 1 and f_R = 0 near zero, and both vanish near U, up to exponentially small terms. The principal-value parts are logarithms of the distance to a Fermi edge (computed below), so across the splitting they change by about ΓΩ/(2πμ), a fraction Ω/(2πμ) of Γ, where μ stands for that distance. Dropping that, the factors are constant within each charge sector, and the eigenbasis of H_S is no longer needed. No condition on Ω/Γ has entered.

The eight rates follow. Lead L gives 0→L at Γ_L, L→0 at zero, R→LR at zero and LR→R at Γ_L. Lead R gives 0→R at zero, R→0 at Γ_R, L→LR at zero and LR→L at Γ_R. The state LR empties and is not refilled, which leaves the jumps √Γ_L|L⟩⟨0| and √Γ_R|0⟩⟨R|.

The shifts remain. State L can virtually emit into the left lead or absorb from the right lead, and state R the reverse:

δE_L = (Γ_L/2π)P∫(1 − f_L)/(−ω) + (Γ_R/2π)P∫f_R/(ω − U),
δE_R = (Γ_R/2π)P∫(1 − f_R)/(−ω) + (Γ_L/2π)P∫f_L/(ω − U).

Collecting δε = δE_L − δE_R by lead gives Γ_L K_L/2π − Γ_R K_R/2π with K = P∫[(1 − f)/(−ω) + f/(U − ω)]. For a sharp edge, P∫ from μ to D of dω/(−ω) is −ln(D/|μ|) for either sign of μ, and ∫ from −D to μ of dω/(U − ω) is ln[(D + U)/(U − μ)]. For D ≫ U the cutoff cancels, K = ln[|μ|/(U − μ)], and

δε = (Γ_L/2π) ln[μ_L/(U − μ_L)] − (Γ_R/2π) ln[|μ_R|/(U − μ_R)].

As a limit, put U = 0 in the integrand of K. It becomes [(1 − f) + f]/(−ω), whose principal value over the symmetric band is zero, so the shift is an effect of the interaction. It is of order Γ and depends on ratios of the large energies, so it does not fall when bias and U are scaled up together. From here ε means the shifted detuning, bare value plus δε. The shift of state 0 drops out, because neither H₁ nor the jumps feed the elements ρ_0L and ρ_0R from the charge-diagonal ones.

**4. The steady state**

The commutator elements are [H₁, ρ]_RR = t(ρ_LR − ρ_RL) = 2it Im ρ_LR and [H₁, ρ]_LR = ερ_LR + t(ρ_RR − ρ_LL). The right jump has s†s = |R⟩⟨R|, so −½Γ_R{s†s, ρ} damps ρ_RR at Γ_R and ρ_LR at Γ_R/2. The left jump has s†s = |0⟩⟨0|, which does not touch ρ_LR: neither L nor R can take an electron from the source. The equations are

ρ̇_00 = −Γ_L ρ_00 + Γ_R ρ_RR,
ρ̇_LL = Γ_L ρ_00 − 2t Im ρ_LR,
ρ̇_RR = 2t Im ρ_LR − Γ_R ρ_RR,
ρ̇_LR = −(iε + Γ_R/2)ρ_LR + it(ρ_LL − ρ_RR).

The three population equations sum to zero, as they must. Setting the last equation to zero gives

ρ_LR = it(ρ_LL − ρ_RR)/(Γ_R/2 + iε) = t(ρ_LL − ρ_RR)(ε + iΓ_R/2)/(ε² + Γ_R²/4),

after multiplying numerator and denominator by Γ_R/2 − iε. The interdot flux is then

2t Im ρ_LR = W(ρ_LL − ρ_RR), W = t²Γ_R/(ε² + Γ_R²/4).

The third equation gives W(ρ_LL − ρ_RR) = Γ_R ρ_RR, so ρ_LL = ρ_RR(1 + Γ_R/W). The first gives ρ_00 = (Γ_R/Γ_L)ρ_RR. The trace condition reads

ρ_RR [Γ_R/Γ_L + (1 + Γ_R/W) + 1] = 1,

and Γ_R/W = (ε² + Γ_R²/4)/t². Multiplying the bracket by t² and using I = eΓ_R ρ_RR gives the Stoof-Nazarov current

I = eΓ_R t²/[ε² + t²(2 + Γ_R/Γ_L) + Γ_R²/4].

A symbolic solution of the three-state master equation, built from the matrices of H₁ and the jumps, reproduces this expression and the one for ρ_LR.

**5. Reading the denominator, and limits**

Dividing the trace condition by Γ_R gives

e/I = 1/Γ_L + (1/W + 1/Γ_R) + 1/Γ_R.

These should be the mean times per cycle in 0, L and R, which can be shown separately. After injection the electron starts in |L⟩ and, until it leaves, evolves with H_eff = H₁ − i(Γ_R/2)|R⟩⟨R|. Let M = ∫₀^∞|ψ⟩⟨ψ|dτ, whose diagonal elements are the dwell times. Integrating d(|ψ⟩⟨ψ|)/dτ from the initial projector to zero gives −i(H_eff M − M H_eff†) = −|L⟩⟨L|. The LL element reads 2t Im M_LR = 1. The RR element reads 2t Im M_LR = Γ_R M_RR, so M_RR = 1/Γ_R. The LR element has the form solved above, so W(M_LL − M_RR) = 1 and M_LL = 1/W + 1/Γ_R. Direct quadrature of |ψ_L|² and |ψ_R|² over time confirms both dwell times. The 2 in the denominator therefore counts the time 1/Γ_R spent on R and an equal extra time on L, the ratio Γ_R/Γ_L is the refilling wait, and ε² + Γ_R²/4 comes from 1/W.

Weak coupling, t²(2 + Γ_R/Γ_L) ≪ ε² + Γ_R²/4, gives I ≈ eW. Since ∫dε Γ_R/(ε² + Γ_R²/4) = 2π, W is the golden-rule rate 2πt²δ(ε) broadened by the lifetime of R, and the current vanishes as t². Strong coupling makes Γ_R²/4 negligible and returns I_sec, which differs from the full result by that term alone. Both failed attempts of the first entry are thus limits of the result.

The line is a Lorentzian in ε. It falls to half its peak where ε² equals the rest of the denominator, so the half-width is √[t²(2 + Γ_R/Γ_L) + Γ_R²/4]. As a function of Γ_R at fixed ε (δε changes with Γ_R, so the bare detuning has to follow),

e/I = 1/Γ_L + (ε² + 2t²)/(t²Γ_R) + Γ_R/(4t²).

The derivative −(ε² + 2t²)/(t²Γ_R²) + 1/(4t²) vanishes at Γ_R = 2√(ε² + 2t²), where the current is largest. Beyond that point a faster drain lowers the current, which approaches 4et²/Γ_R, as long as Γ_R stays far below |μ_R|, because W falls as the level R broadens. Root finding and maximization on the numerical steady state agree with the width and the optimum.

**6. Three variations**

With spin-degenerate levels, spin-conserving tunnelling and still at most one electron, state 0 has two exits. Summing the equations over spin leaves them unchanged except that Γ_L ρ_00 becomes 2Γ_L ρ_00, so Γ_L → 2Γ_L in the current formula at given shifted ε. The shift δε itself is no longer the spinless one of entry 3, because an electron of either spin can be absorbed virtually.

Pure dephasing is a jump √(γ/2)σ_z with σ_z = |L⟩⟨L| − |R⟩⟨R|. On ρ_LR it gives (γ/2)(−1 − 1)ρ_LR = −γρ_LR, and it leaves populations alone. The damping Γ_R/2 becomes γ₂ = Γ_R/2 + γ, so W = 2t²γ₂/(ε² + γ₂²) and e/I = 1/Γ_L + 2/Γ_R + 1/W. Since dW/dγ₂ has the sign of ε² − γ₂², a small increase in dephasing raises the current while γ₂ < |ε| and lowers it once γ₂ > |ε|. The current is therefore largest at γ₂ = |ε| if Γ_R/2 < |ε|, and it stays above its value without dephasing until γ₂ = 2ε²/Γ_R, where W has returned to its value at γ = 0.

Without interaction, U = 0, the jumps are √Γ_L d_L† and √Γ_R d_R on all four states. For a jump J the average of an operator O changes at the rate Γ⟨J†OJ − ½{J†J, O}⟩. With J = d_L† and O = d_R†d_L, the term J†OJ and the product OJ†J both contain d_L d_L = 0, while J†JO = O, so the source now damps the coherence at Γ_L/2. With Γ = Γ_L + Γ_R the flux is I/e = W₀(n_L − n_R), W₀ = t²Γ/(ε² + Γ²/4). The balance conditions are n_L = 1 − I/(eΓ_L) and n_R = I/(eΓ_R). Substituting gives e/I = 1/W₀ + 1/Γ_L + 1/Γ_R, that is

I₀ = e t²Γ/[ε² + Γ²/4 + t²Γ²/(Γ_L Γ_R)].

This case has an independent solution, the Landauer integral I₀ = e∫dω/2π Γ_L Γ_R|G_LR|² with G_LR = t/[(ω − ε/2 + iΓ_L/2)(ω + ε/2 + iΓ_R/2) − t²], which makes no expansion in Γ. Quadrature of it agrees with I₀, and the spin and dephasing formulas agree with their numerical master equations. The two cases part clearly for large Γ_L at fixed ε, with Γ_L kept far below μ_L and, under blockade, far below U − μ_L (δε changes with Γ_L, so the bare detuning has to follow). The blockaded current saturates at eΓ_R t²/(ε² + 2t² + Γ_R²/4), while I₀ falls as 4et²/Γ_L.

**7. Beyond second order in the lead coupling**

The master equation came from second order in H_T, yet it is used with Γ comparable to t. The estimate that supports this runs as follows. A lead with a smooth band of width B, filled or empty throughout, has a memory time of order 1/B. A Fermi edge at a distance B from the levels adds a tail that decays more slowly, as 1/τ until temperature cuts it off, but it oscillates at frequency B and so largely averages out against the slower motion of the dots. A higher-order term needs another tunnelling vertex to fall inside that interval, which costs a factor Γ/B, and t or ε acting inside it costs Ω/B. None of these factors is Γ/t.

The estimate can be tested with the blockade on and without expanding in Γ. A fermion mode at zero energy, coupled to a dot with strength v and pumped or drained at rate 2B, has the correlation function v²e^(−B|τ|), whose Fourier transform is 2Bv²/(ω² + B²). With v² = ΓB/2 this is a filled or empty Lorentzian band ΓB²/(ω² + B²). One pumped mode on L and one drained mode on R make a finite problem that is solved numerically. At U = 0 it agrees with the Landauer integral with the Lorentzian self-energies, which tests the construction. With LR projected out, the largest deviation relative to the formula over ε = −10, 0, 10, 20 µeV (parameters of the last entry) is 3.7×10⁻³ at B = 200 µeV and 1.4×10⁻³ at B = 800 µeV. The deviation falls by a factor 2.6, less than the factor 4 of a pure 1/B law. Two values of B do not fix the law of approach.

The same model shows a condition hidden in the word blockade. Keep LR, with finite U ≫ B. The band tails fill it from R at Γ_L B²/U² and empty it to L at Γ_R B²/U². Both rates are far below the others, but their ratio does not depend on U, so p_LR = p_R Γ_L/Γ_R. Adding this to the trace condition and dividing by Γ_R gives

e/I = e/I_SN + Γ_L/Γ_R²,

with I_SN the current of entry 4. Blockade needs the filling rate of LR to be small against its emptying rate. Flat Fermi leads meet this, because LR empties at Γ_L + Γ_R.

The mechanism of the shift is tested by adding to the left lead a narrow mode at energy Δ, with coupling v² and half-width w, whose principal-value integral has size v²Δ/(Δ² + w²). If the mode is empty, state L is pushed down by this amount and the peak moves to a bare detuning higher by the same amount. If it is filled, it pushes up each state that can absorb its electron into L. With LR projected out that is state 0 alone, and the peak should stay. At U = 0 state R is pushed up too, and the peak moves as in the empty case. For Δ = 400 µeV, v² = 800 µeV² and w = 10 µeV the predicted size is 800×400/(400² + 10²) = 1.999 µeV. The computed displacements are 1.986 µeV (empty, blockaded), −0.001 µeV (filled, blockaded) and 1.989 µeV (filled, U = 0).

**8. Worked numbers**

The round model parameters are t = 5, ħΓ_L = 2 and ħΓ_R = 4 µeV, so Γ_L = 3.039 ns⁻¹ and Γ_R = 6.077 ns⁻¹. A rate of 1 µeV/ħ carries 0.2434 nA, and eΓ_R = 0.9737 nA.

The constant part of the denominator is 25×(2 + 4/2) + 16/4 = 100 + 4 = 104 µeV², so the half-width is √104 = 10.20 µeV and the full width 20.40 µeV. On resonance ρ_RR = 25/104 = 0.2404 and I = 0.9737×0.2404 = 0.2341 nA. Here W = 25×4/4 = 25 µeV, ρ_LL = (25/104)×(1 + 4/25) = 0.2788 and ρ_00 = 2×0.2404 = 0.4808. The times in 0, L and R are 0.3291, 0.1909 and 0.1646 ns, a cycle of 0.6845 ns of which the refilling wait is nearly half. The coherence is ρ_LR = 0.0962 i, and 2t Im ρ_LR = 10×0.0962 matches Γ_R ρ_RR = 4×0.2404. The secular value, 0.2434 nA, is larger by the factor 104/100, a small error here because the omitted term Γ_R²/4 = 4 µeV² is small against t²(2 + Γ_R/Γ_L) = 100 µeV².

At ε = 10 µeV the denominator is 204 µeV², ρ_RR = 25/204 = 0.1225 and I = 0.1193 nA. W has dropped to 100/104 = 0.9615 µeV. The times in 0 and R are unchanged, and the time on L has grown to 0.8491 ns of a 1.343 ns cycle.

With spin the constant becomes 25×(2 + 1) + 4 = 79 µeV², which gives 0.2434×100/79 = 0.3081 nA at the peak and 0.1360 nA at 10 µeV. Dephasing of 3 µeV makes γ₂ = 5 µeV. On resonance W = 250/25 = 10 µeV and I = 0.2434/(0.5 + 0.5 + 0.1) = 0.2213 nA, a loss. At 10 µeV, W = 250/125 = 2 µeV and I = 0.2434/1.5 = 0.1623 nA, a gain, as the sign of ε² − γ₂² requires. Without interaction the peak is 0.2434×150/(9 + 112.5) = 0.3005 nA. The best drain coupling is 14.14 µeV on resonance, giving 0.3109 nA, and 24.5 µeV at ε = 10 µeV, giving 0.2459 nA. In the Lorentzian-band model with B = 800 µeV and U = 8×10⁴ µeV the metastable state gives 0.2434/(1.04 + 0.125) = 0.2089 nA on resonance, against 0.2090 nA computed.

For Fermi leads take μ_L = −μ_R = 250 µeV, U = 1000 µeV and T = 5 µeV (58 mK). The shift is

δε = (2/2π) ln(250/750) − (4/2π) ln(250/1250) = −0.3497 + 1.0246 = 0.6749 µeV,

and quadrature of the principal-value integrals at the finite temperature with a band edge D = 10⁶ µeV gives 0.6748 µeV. Temperature raises the sharp-edge value by 0.0002 µeV, to 0.6751 µeV for D → ∞, and this band edge lowers it by 0.0003 µeV. The peak lies at a bare detuning of −0.675 µeV. At a bare detuning of 10 µeV the formula gives 0.2434×100/(10.675² + 104) = 0.1117 nA in place of 0.1193 nA. The four-state Redfield equation of entry 2, solved with the full energy dependence of Λ, gives 0.1119 nA there, and 0.2337 nA at zero bare detuning against 0.2330 nA from the shifted formula. Over the four detunings its largest deviation relative to the shifted formula is 2.7×10⁻³, falling to 6.7×10⁻⁴ when μ_L, μ_R and U are multiplied by 4, the factor expected of a correction inverse in the bias. Relative to the unshifted formula the deviation is 7.1×10⁻² and stays at 6.9×10⁻². This reference is itself second order in the lead coupling. It leaves out cotunnelling, and the model contains no phonons or excited levels, so it tests the large-bias reduction of entry 3 and not the far tails of a measured line, where the ε⁻² current is small and the omitted processes need their own estimate.

Numbers as computed

```
t, hbar*GL, hbar*GR = 5.0, 2.0, 4.0 ueV
muL, muR, U, kT = 250.0, -250.0, 1000.0, 5.0 ueV (T = 58.0 mK)
GL, GR = 3.039, 6.077 1/ns
e*(1 ueV/hbar) = 0.2434 nA; e*GR = 0.9737 nA
t^2(2+GR/GL) = 100.0 ueV^2; GR^2/4 = 4.0 ueV^2
HWHM = 10.198 ueV; FWHM = 20.396 ueV
--- eps = 0.0 ueV
W = 25.0000 ueV
p0, pL, pR = 0.4808, 0.2788, 0.2404
rho_LR = 0.0000 + 0.0962 i
times in 0, L, R = 0.3291, 0.1909, 0.1646 ns; cycle 0.6845 ns
I formula = 0.2341 nA
I secular = 0.2434 nA
I spin-degenerate = 0.3081 nA
I dephasing 3.0 ueV = 0.2213 nA
I U=0 Landauer = 0.3005 nA
I Lorentzian bands B=800 ueV, LR projected out = 0.2342 nA
I Redfield Fermi leads = 0.2337 nA; shifted formula = 0.2330 nA
optimal hbar*GR = 14.142 ueV, I there = 0.3109 nA
--- eps = 10.0 ueV
W = 0.9615 ueV
p0, pL, pR = 0.2451, 0.6324, 0.1225
rho_LR = 0.2451 + 0.0490 i
times in 0, L, R = 0.3291, 0.8491, 0.1646 ns; cycle 1.3428 ns
I formula = 0.1193 nA
I secular = 0.1217 nA
I spin-degenerate = 0.1360 nA
I dephasing 3.0 ueV = 0.1623 nA
I U=0 Landauer = 0.1648 nA
I Lorentzian bands B=800 ueV, LR projected out = 0.1195 nA
I Redfield Fermi leads = 0.1119 nA; shifted formula = 0.1117 nA
optimal hbar*GR = 24.495 ueV, I there = 0.2459 nA
--- checks over eps = -10, 0, 10, 20 ueV
max rel. error, bands B=200, 800 ueV: 3.71e-03, 1.42e-03
bands B=800, U=8e4 ueV, eps=0: I = 0.2090 nA; metastable-LR estimate 0.2089 nA
extra mode: energy 400.0 ueV, v^2 800.0 ueV^2, half-width 10.0 ueV
peak shift predicted = 1.999 ueV
peak shift: empty+blockade 1.986, filled+blockade -0.001, filled U=0 1.989 ueV
deps left, right parts = -0.3497, 1.0246 ueV
deps formula = 0.6749 ueV; quadrature = 0.6748 ueV
Redfield vs shifted formula, scale 1, 4: 2.69e-03, 6.73e-04
Redfield vs unshifted formula, scale 1, 4: 7.08e-02, 6.89e-02
```
